\section*{Comment on the claim that ZORA is correct through order c⁻²}

\section*{The argument under review}

The manuscript considers one electron in a local potential $V(\mathbf r)$ and uses the zeroth-order regular approximation (ZORA),
\begin{equation}
H_{\rm Z}=V+A\,\frac{c^2}{2c^2-V}\,A ,\qquad A=\boldsymbol\sigma\cdot\mathbf p .
\label{zora}
\end{equation}
It argues as follows. Expanding the fraction gives $p^2/2+AVA/(4c^2)$. The second term contains the spin-orbit and Darwin interactions. What ZORA neglects is of higher order in $E/(2c^2-V)$. Therefore, the manuscript concludes, ZORA energies are correct through order $c^{-2}$.

The first two statements about the operator are right, and so is the description of the small parameter. The conclusion does not follow: being of first order in $E/(2c^2-V)$ is not the same as being beyond order $c^{-2}$. The question to settle is how large the first neglected term is.

I use Hartree atomic units, measure $E$ without the rest energy, and let $V$ vanish at infinity. The last convention affects the answer, as shown below.

\section*{What is neglected}

The Dirac equation for the large component $\phi$ and small component $\chi$ is
\begin{align}
V\phi+cA\chi&=E\phi,\\
cA\phi+(V-2c^2)\chi&=E\chi .
\end{align}
The second line gives $\chi=(2c^2+E-V)^{-1}cA\phi$. Inserting this in the first line gives, without approximation,
\begin{equation}
\left[V+A\,\frac{c^2}{2c^2+E-V}\,A\right]\phi=E\phi .
\label{elim}
\end{equation}
ZORA drops $E$ from the denominator. For $|E-V|\ll 2c^2$,
\begin{equation}
\frac{c^2}{2c^2+E-V}
=\frac12\left[1+\frac{E-V}{2c^2}\right]^{-1}
=\frac12+\frac{V-E}{4c^2}+O(c^{-4}).
\label{expand}
\end{equation}
The terms in $V$ and in $E$ have the same power of $c$. ZORA keeps one and discards the other.

To find the effect on the energy, let $H_0=p^2/2+V$ and $H_0\phi_0=E_0\phi_0$, with $\phi_0$ normalised. If the level is degenerate, $\phi_0$ is chosen so that the perturbation does not mix it with its partners; in a central potential, states of definite parity, $j$ and $m_j$ suffice. Write $E=E_0+E_1/c^2+\dots$ and $\phi=\phi_0+\phi_1/c^2+\dots$. Since $A^2=p^2$, the terms of order $c^{-2}$ in Eq.~\eqref{elim} are
\begin{equation}
H_0\phi_1+\tfrac14\left(AVA-E_0p^2\right)\phi_0=E_0\phi_1+E_1\phi_0 .
\end{equation}
Project on $\phi_0$. Because $H_0$ is Hermitian, $\langle\phi_0|H_0\phi_1\rangle=E_0\langle\phi_0|\phi_1\rangle$, and the terms in $\phi_1$ cancel. No separate normalisation correction is needed. The same steps for ZORA lack the term in $E_0$. Hence
\begin{align}
E_1^{\rm Dirac}&=\tfrac14\langle AVA\rangle-\tfrac14E_0\langle p^2\rangle,\\
E_1^{\rm ZORA}&=\tfrac14\langle AVA\rangle, \label{e1z}
\end{align}
and, to leading order,
\begin{equation}
E_{\rm Dirac}-E_{\rm ZORA}=-E_0\,\frac{\langle p^2\rangle}{4c^2}.
\label{missing}
\end{equation}
For a bound state $E_0<0$, so the missing term is positive and ZORA lies too low at this order.

One caution concerns a point nucleus. There $-V=Z/r$ exceeds $2c^2$ inside $r=Z/(2c^2)$, so Eq.~\eqref{expand} is not valid at every point. The Coulomb result therefore needs a check that does not rest on this expansion; one is given below.

\section*{Why containing the Pauli terms is not enough}

The presence of spin-orbit and Darwin terms in $AVA$ can be reconciled with Eq.~\eqref{missing}. Expanding the double commutator gives $[A,[A,V]]=A^2V-2AVA+VA^2$, so
\begin{equation}
AVA=\tfrac12(p^2V+Vp^2)-\tfrac12[A,[A,V]] .
\label{ava}
\end{equation}
For the first part use $V\phi_0=(E_0-p^2/2)\phi_0$. Each ordering contributes $E_0\langle p^2\rangle-\langle p^4\rangle/2$, where $\langle p^4\rangle$ means the squared norm of $p^2\phi_0$. Thus
\begin{equation}
\tfrac18\langle p^2V+Vp^2\rangle=\tfrac14E_0\langle p^2\rangle-\tfrac18\langle p^4\rangle .
\end{equation}
For the second part, $[A,V]=-i\boldsymbol\sigma\cdot\nabla V$. The Pauli-matrix product rule then gives
\begin{align}
[A,[A,V]]
&=-i\left[\mathbf p\cdot\nabla V-\nabla V\cdot\mathbf p
+i\boldsymbol\sigma\cdot(\mathbf p\times\nabla V-\nabla V\times\mathbf p)\right]\nonumber\\
&=-\nabla^2V-2\boldsymbol\sigma\cdot(\nabla V\times\mathbf p).
\end{align}
The last line uses $\mathbf p\cdot\nabla V-\nabla V\cdot\mathbf p=-i\nabla^2V$ and, because a gradient has no curl, $\mathbf p\times\nabla V=-\nabla V\times\mathbf p$. Together,
\begin{equation}
\tfrac14\langle AVA\rangle=
-\tfrac18\langle p^4\rangle+\tfrac18\langle\nabla^2V\rangle
+\tfrac14\langle\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)\rangle
+\tfrac14E_0\langle p^2\rangle .
\label{pauli}
\end{equation}
The first three terms are the mass-velocity, Darwin and spin-orbit energies of the Pauli expansion. The last does not belong there. Adding the missing term of Eq.~\eqref{missing} removes it. So the spin-orbit contribution is complete at this order, while the spin-free part is not. With the symmetric ordering of Eq.~\eqref{ava} the Darwin term appears in full and the shortfall sits in the mass-velocity part, where $\tfrac18(p^2V+Vp^2)$ stands in place of $-\tfrac18p^4$; that assignment depends on the ordering chosen.

\section*{The hydrogen-like 1s state}

For $V=-Z/r$ take $\phi_0=\sqrt{Z^3/\pi}\,e^{-Zr}$ times a constant spinor, with $E_0=-Z^2/2$. Since $|\nabla\phi_0|=Z\phi_0$, one has $\langle p^2\rangle=Z^2$. Also
\begin{equation}
\langle r^{-1}\rangle=4Z^3\int_0^\infty r\,e^{-2Zr}\,dr=Z .
\end{equation}
For this real radial function $|A\phi_0|^2=|\nabla\phi_0|^2$, so $\langle AVA\rangle=-Z\cdot Z^2\langle r^{-1}\rangle=-Z^4$. The coefficients of $c^{-2}$ are therefore
\begin{equation}
E_1^{\rm ZORA}=-\frac{Z^4}{4},\qquad
-\frac{E_0\langle p^2\rangle}{4}=+\frac{Z^4}{8},\qquad
E_1^{\rm Dirac}=-\frac{Z^4}{8}.
\label{double}
\end{equation}
ZORA doubles the leading relativistic correction.

The Dirac value can be confirmed without expanding the operator. For $s_{1/2}$ the radial equations are
\begin{align}
(V-E)P+c\left(-Q'-\frac Qr\right)&=0,\\
c\left(P'-\frac Pr\right)&=(2c^2+E-V)Q .
\end{align}
Insert $P=r^\gamma e^{-Zr}$ and $Q=bP$, for which $P'=(\gamma/r-Z)P$. In the first equation, the $1/r$ terms give $cb(1+\gamma)=-Z$ and the constants give $E=cbZ$. In the second, the $1/r$ terms give $c(\gamma-1)=bZ$ and the constants give $-cZ=b(2c^2+E)$. Eliminating $b$ from the two $1/r$ conditions yields $\gamma^2=1-Z^2/c^2$. Then $E=-Z^2/(1+\gamma)=c^2(\gamma-1)$, which also satisfies the remaining condition. Expansion gives
\begin{equation}
E_{\rm Dirac}=c^2\left(\sqrt{1-Z^2/c^2}-1\right)
=-\frac{Z^2}{2}-\frac{Z^4}{8c^2}+O(c^{-4}).
\end{equation}

The ZORA value can be confirmed by a change of scale, which works for any bound Coulomb level. Set $a=1+E_{\rm Dirac}/(2c^2)$ and $\mathbf r'=a\mathbf r$, so that $A=aA'$ and $V=-aZ/r'$. The denominator in Eq.~\eqref{elim} becomes
\begin{equation}
2c^2+E_{\rm Dirac}+\frac Zr=a\left(2c^2+\frac{Z}{r'}\right).
\end{equation}
The kinetic term carries $a^2/a=a$, as does the potential. The Dirac equation is thus $a$ times a ZORA Hamiltonian acting on $\phi$, and
\begin{equation}
E_{\rm ZORA}=\frac{E_{\rm Dirac}}{1+E_{\rm Dirac}/(2c^2)}
=E_{\rm Dirac}-\frac{E_{\rm Dirac}^2}{2c^2}+\dots
\label{map}
\end{equation}
For 1s the last term is $-Z^4/(8c^2)$ at leading order, in agreement with Eq.~\eqref{double}.

\section*{The factor of two is not general}

The virial theorem for a Coulomb level gives $\langle p^2\rangle=-2E_0=Z^2/n^2$. The missing term is then $E_0^2/(2c^2)=Z^4/(8n^4c^2)$, which depends on $n$ alone. The correction it is compared with depends on $j$ as well. Numerically, the leading ratio of ZORA to Dirac corrections is 2 for 1s and $2p_{3/2}$, but 1.2 for 2s and $2p_{1/2}$. Because both $2p$ levels miss the same amount, their leading fine-structure splitting is correct. The manuscript's conclusion would hold for this splitting, though not for the level energies.

Equation~\eqref{missing} itself is not special to Coulomb potentials. In the soft well $V=-4/\sqrt{r^2+0.5^2}$, the lowest $s_{1/2}$ state has $E_0=-3.0887$ hartree and $\langle p^2\rangle=2.6449$. The predicted coefficient is $3.0887\times2.6449/4=2.042$; the numerical check finds the same value from separate Dirac and ZORA matrix calculations.

\section*{Worked numbers: Ca$^{19+}$}

Take $Z=20$ with a point nucleus, omitting recoil and quantum-electrodynamic corrections. With $c=137.036$, the leading 1s corrections are
\begin{equation}
-\frac{20^4}{8c^2}=-1.065\ \text{hartree (Dirac)},\qquad
-\frac{20^4}{4c^2}=-2.130\ \text{hartree (ZORA)}.
\end{equation}
The full energies, starting from $E_0=-200$ hartree, are
\begin{center}
\begin{tabular}{lcc}
 & $E$ (hartree) & $E-E_0$ (hartree)\\
Dirac & $-201.077$ & $-1.077$\\
ZORA & $-202.159$ & $-2.159$
\end{tabular}
\end{center}
The ratio of corrections is $2.159/1.077\simeq2.005$. The ZORA error is 1.082 hartree, or 29.45 eV. That is about 0.5\% of the total energy but slightly more than 100\% of the relativistic correction, which is the relevant measure here.

For 2s the corrections are $-0.337$ hartree (Dirac) and $-0.404$ hartree (ZORA), an excess of about 20\%. The $2p$ splitting is 0.2699 hartree with Dirac and 0.2706 hartree with ZORA, a relative error of 0.27\%. Equation~\eqref{map} accounts for this remainder: subtracting it for two levels with scale factors $a$ and $a'$ multiplies the Dirac splitting by $1/(aa')$. Here $a$ and $a'$ are both close to $1-50/(2c^2)=0.9987$, which gives a factor of about 1.0027.

\section*{Two qualifications the manuscript should include}

First, the error depends on the zero of potential. Adding a constant $\Delta$ to $V$ shifts the Dirac energy by $\Delta$ and leaves $\langle p^2\rangle$ unchanged. After the shift is removed from both energies, Eq.~\eqref{missing} becomes
\begin{equation}
E_{\rm Dirac}-E_{\rm ZORA}=-(E_0+\Delta)\frac{\langle p^2\rangle}{4c^2}
\end{equation}
to leading order. The choice $\Delta=-E_0$ makes that one state correct through $c^{-2}$. For Ca$^{19+}$ 1s it reduces the magnitude of the error from 1.082 to 0.006 hartree. With $\Delta=-E_{\rm Dirac}$ the shifted Dirac energy is zero, the two equations coincide, and that level is exact. Such a shift is tied to one energy: it serves the states that share that energy and does not repair the rest of the spectrum.

Second, the missing term can be restored without choosing a shift. Scaled ZORA uses
\begin{equation}
E_{\rm scaled}=\frac{E_{\rm ZORA}}{1+N},\qquad
N=\left\langle A\frac{c^2}{(2c^2-V)^2}A\right\rangle ,
\end{equation}
with $N$ evaluated in the normalised ZORA state. At leading order $N=\langle p^2\rangle/(4c^2)$, so the division adds $-E_0\langle p^2\rangle/(4c^2)$, the term required.

For a Coulomb potential the repair is complete. Replace the ZORA state by $\eta^{3/2}\phi(\eta\mathbf r)$. Its mean energy is
\begin{equation}
W(\eta)=\left\langle A\frac{\eta^2c^2}{2c^2+\eta Z/r}A\right\rangle+\eta\langle V\rangle ,
\end{equation}
which is stationary at $\eta=1$ because $\phi$ is an eigenstate. Let $T$ be the ZORA kinetic energy. Differentiation gives
\begin{equation}
2T-\left\langle A\frac{c^2Z/r}{(2c^2+Z/r)^2}A\right\rangle+\langle V\rangle=0 .
\end{equation}
Writing $Z/r=(2c^2+Z/r)-2c^2$ turns the middle average into $T-2c^2N$. Hence $T+\langle V\rangle+2c^2N=0$, or $N=-E_{\rm ZORA}/(2c^2)$. Solving Eq.~\eqref{map} for the Dirac energy gives
\begin{equation}
E_{\rm Dirac}=\frac{E_{\rm ZORA}}{1-E_{\rm ZORA}/(2c^2)}=\frac{E_{\rm ZORA}}{1+N}=E_{\rm scaled}.
\end{equation}
For Ca$^{19+}$ 1s, $N=0.00538$ and $-202.159/1.00538=-201.077$ hartree, the Dirac value.

\section*{Requested correction}

The claim of correctness through $c^{-2}$ should be withdrawn for unscaled ZORA level energies. It may be replaced by the statement that ZORA is the zeroth order of an expansion in $E/(2c^2-V)$, with the leading energy error given by Eq.~\eqref{missing} and the zero of $V$ specified.

\section*{Computed results}
\begin{verbatim}
Coulomb 1s, coefficients of 1/c^2 (hartree, c in a.u.):
  <p^2> = Z**2 ; mass-velocity = -5*Z**4/8 ; Darwin = Z**4/2
  ZORA = -Z**4/4 ; missing = Z**4/8 ; Dirac = -Z**4/8
Soft well -q/sqrt(r^2+b^2): q = 4.0, b = 0.5 bohr
  s1/2: E0 = -3.08868 hartree, <p^2> = 2.64491 a.u.
    shift 0.0000 hartree: c^2(Dirac-ZORA) = 2.0423, predicted 2.0423 a.u.
    shift 1.0000 hartree: c^2(Dirac-ZORA) = 1.3811, predicted 1.3811 a.u.
    shift 3.0887 hartree: c^2(Dirac-ZORA) = -0.0000, predicted -0.0000 a.u.
  p1/2: E0 = -1.56013 hartree, <p^2> = 2.22737 a.u.
    shift 0.0000 hartree: c^2(Dirac-ZORA) = 0.8687, predicted 0.8687 a.u.
    shift 1.0000 hartree: c^2(Dirac-ZORA) = 0.3119, predicted 0.3119 a.u.
    shift 1.5601 hartree: c^2(Dirac-ZORA) = 0.0000, predicted -0.0000 a.u.
Coulomb levels, Z = 1, coefficients of 1/c^2 (a.u.):
  1s1/2: Dirac -0.125000, ZORA -0.250000, ratio 2.0000
  2s1/2: Dirac -0.039062, ZORA -0.046875, ratio 1.2000
  2p1/2: Dirac -0.039062, ZORA -0.046875, ratio 1.2000
  2p3/2: Dirac -0.007813, ZORA -0.015625, ratio 2.0000
  2p splitting: Dirac 0.031250, ZORA 0.031250
Ca19+: Z = 20, c = 137.035999 a.u., 1 hartree = 27.211386 eV
  1s1/2 (hartree): nonrel -200.0000, Dirac -201.07652, ZORA -202.15884
    corrections: Dirac -1.07652, ZORA -2.15884, ratio 2.0054
  2s1/2 (hartree): nonrel -50.0000, Dirac -50.33659, ZORA -50.40415
    corrections: Dirac -0.33659, ZORA -0.40415, ratio 1.2007
  2p1/2 (hartree): nonrel -50.0000, Dirac -50.33659, ZORA -50.40415
    corrections: Dirac -0.33659, ZORA -0.40415, ratio 1.2007
  2p3/2 (hartree): nonrel -50.0000, Dirac -50.06674, ZORA -50.13357
    corrections: Dirac -0.06674, ZORA -0.13357, ratio 2.0013
  2p splitting (hartree): Dirac 0.269852, ZORA 0.270575, ratio 1.00268
  1s leading correction: Dirac -1.06503, ZORA -2.13005 hartree
  1s Dirac-ZORA: full 1.08232, leading 1.06503 hartree
  1s in eV: Dirac -5471.57, ZORA -5501.02, Dirac-ZORA 29.45
  1s scaling integral N = 0.0053826, scaled ZORA -201.07652 hartree
  1s ZORA with V shifted by -E0, shift removed: -201.08232 hartree, error -0.00579
  1s ZORA with V shifted by -E_Dirac, shift removed: -201.07652 hartree
\end{verbatim}
